# Hildebrand parameter of a liquid precursor from its enthalpy of vaporisation

**Question.** A molecular liquid for vapour deposition has a molar enthalpy of vaporisation $H=50$ kJ/mol and a liquid molar volume $V=200$ cm³/mol, both at $T=298$ K and at its saturation pressure $p$. The Hildebrand parameter $\delta$ is defined by

$$\delta^2=\frac{E}{V},\qquad E=U_{\rm ig}(T)-U_{\rm l}(T).$$

Here $U_{\rm l}$ is the molar energy of the liquid and $U_{\rm ig}$ that of the ideal gas of the same molecules at the same temperature. Thus $E$ is the energy needed to separate one mole of liquid into molecules that no longer interact.

## Part (a)

*Derive an exact relation between $E$ and $H$, allowing for a non-ideal vapour.*

**Answer.** Take the liquid to the ideal gas in two stages, with the saturated vapour, of energy $U_{\rm g}$ and molar volume $V_{\rm g}$, in between:

$$E=(U_{\rm g}-U_{\rm l})+(U_{\rm ig}-U_{\rm g}).$$

The first stage takes place at constant $T$ and $p$. Since enthalpy is $U+pV$, its change is

$$H=(U_{\rm g}+pV_{\rm g})-(U_{\rm l}+pV),$$

and therefore

$$U_{\rm g}-U_{\rm l}=H-p(V_{\rm g}-V).$$

The subtracted term is the work done in pushing back the surroundings. It is part of the heat supplied, but it does not go into separating molecules.

For the second stage, define the residual energy of the vapour as $U_{\rm res}=U_{\rm g}-U_{\rm ig}$. The stage then contributes $-U_{\rm res}$, and

$$\boxed{E=H-p(V_{\rm g}-V)-U_{\rm res}}$$

If attractions dominate in the vapour, $U_{\rm res}$ is negative and the last term raises $E$: some cohesion survives evaporation and must still be overcome.

## Part (b)

*Simplify the relation for a dilute vapour. State the conditions, and find the sign of the leading error due to the vapour.*

**Answer.** Three conditions are needed: $pV_{\rm g}=RT$, $V\ll V_{\rm g}$, and negligible interaction energy in the vapour. Then $p(V_{\rm g}-V)\to RT$ and $U_{\rm res}\to0$, so that

$$E\simeq H-RT,\qquad \delta\simeq\sqrt{\frac{H-RT}{V}}.$$

To find the leading error, use the first correction to the ideal gas law,

$$p=\frac{RT}{v}+\frac{RTB(T)}{v^2},$$

where $v$ is the molar volume and $B$ the second virial coefficient. Setting $v=V_{\rm g}$ and multiplying by $V_{\rm g}$ gives

$$RT-pV_{\rm g}=-\frac{RTB}{V_{\rm g}}\simeq-pB,$$

because $RT/V_{\rm g}\simeq p$ at this order.

The residual energy follows from $(\partial U/\partial v)_T=T(\partial p/\partial T)_v-p$. This identity comes from $dU=T\,dS-p\,dv$ and the Maxwell relation $(\partial S/\partial v)_T=(\partial p/\partial T)_v$. For the virial equation,

$$T\frac{\partial p}{\partial T}-p=\frac{RT}{v}+\frac{RTB+RT^2B'}{v^2}-\frac{RT}{v}-\frac{RTB}{v^2}=\frac{RT^2B'}{v^2},$$

with $B'=dB/dT$. Integrating from infinite volume, where the residual energy is zero, gives

$$U_{\rm res}=\int_\infty^{V_{\rm g}}\frac{RT^2B'}{v^2}\,dv=-\frac{RT^2B'}{V_{\rm g}}\simeq-pTB'.$$

Collecting the terms,

$$E\simeq H-RT+p\,(V-B+TB').$$

When $B<0$ and $B'>0$, as for a vapour governed by attractions that weaken in effect on heating, every correction is positive. The simple formula then gives $\delta$ slightly too low. Each correction contains the saturation pressure as a factor, so all are small when $pV$, $p|B|$ and $pTB'$ are small compared with $RT$. For an ordinary vapour a low saturation pressure ensures this. For a strongly associating vapour, such as that of a carboxylic acid, $B$ and $B'$ are so large that the corrections can reach many kJ/mol even at a few Torr; see part (g).

The formula fails near the critical point. There the two phases merge and $H\to0$, while $RT$ stays finite, so $H-RT$ becomes negative. The relation of part (a) remains valid: $H$ and $p(V_{\rm g}-V)$ both vanish, leaving $E=-U_{\rm res}$.

## Part (c)

*Show that $\delta$ is about $15.4$ MPa$^{1/2}$. What value results if the expansion work is left out?*

**Answer.** With $R=8.314463$ J/(mol K),

$$RT=8.314463\times298\ \text{J/mol}=2.478\ \text{kJ/mol},$$

$$E=50.000-2.478=47.522\ \text{kJ/mol}.$$

Dividing by the volume,

$$\frac{E}{V}=\frac{47\,522\ \text{J/mol}}{200\ \text{cm}^3/\text{mol}}=237.6\ \text{J/cm}^3=237.6\ \text{MPa}.$$

The last equality holds because $1$ J/cm³ $=10^6$ J/m³ $=10^6$ Pa. The square root is

$$\boxed{\delta=\sqrt{237.6\ \text{MPa}}=15.4\ \text{MPa}^{1/2}}$$

or $7.54$ (cal/cm³)$^{1/2}$ in the older unit.

Leaving out $RT$ would give $\sqrt{250\ \text{MPa}}=15.8$ MPa$^{1/2}$. The expansion work is about 5% of $H$, and the square root halves its relative effect on $\delta$.

Although $\delta^2$ has the unit of pressure, 238 MPa is not a pressure exerted by the liquid on its container. It is an energy per unit volume.

## Part (d)

*How do small errors in $H$ and $V$ affect $\delta$? Evaluate the shifts for $+1$ kJ/mol in $H$ and $+4$ cm³/mol in $V$, each with the other quantity fixed.*

**Answer.** Take the logarithm of the definition:

$$\ln\delta=\tfrac12\ln E-\tfrac12\ln V.$$

Differentiation gives

$$\frac{d\delta}{\delta}=\frac{dE}{2E}-\frac{dV}{2V}.$$

At fixed temperature $RT$ is constant, so $dE=dH$. The two shifts are

$$\Delta\delta_H=15.415\times\frac{1}{2\times47.522}=+0.16\ \text{MPa}^{1/2},$$

$$\Delta\delta_V=-15.415\times\frac{4}{2\times200}=-0.15\ \text{MPa}^{1/2}.$$

A larger molar volume spreads the same cohesive energy over more space, hence the negative sign. If the two errors have these signs they nearly cancel; if the volume error is reversed they add to about $0.32$ MPa$^{1/2}$. With input errors of this size, the third digit of $\delta$ is uncertain.

## Part (e)

*Estimate the terms neglected at 298 K, using a Peng–Robinson fluid matched to the given $H$ and $V$.*

**Answer.** The Peng–Robinson equation of state is

$$p=\frac{RT}{v-b}-\frac{a(T)}{v^2+2bv-b^2},$$

where $b$ represents the volume taken up by molecules and $a(T)$ their attraction. Both follow from the critical temperature, the critical pressure and the acentric factor, which controls how $a$ varies with temperature. The critical temperature is chosen as 600 K. Matching $H$ and $V$ at 298 K then requires a critical pressure of 2.17 MPa and an acentric factor of 0.54.

The saturation pressure is found from equal fugacity of the two phases. The enthalpy then follows from the slope of the vapour-pressure curve. Along coexistence $dp/dT=\Delta S/\Delta V$, and $\Delta S=H/T$, so

$$H=T(V_{\rm g}-V)\frac{dp}{dT}.$$

The cohesive energy can be calculated separately, from its definition. In $T(\partial p/\partial T)_v-p$ the two repulsive terms $RT/(v-b)$ cancel, leaving

$$E=\int_V^\infty\frac{a-T\,da/dT}{v^2+2bv-b^2}\,dv.$$

This integral gives $E=47.5249$ kJ/mol, against $H-RT=47.5223$ kJ/mol. The difference of 2.6 J/mol is accounted for by the three neglected terms:

- liquid volume, $pV=0.05$ J/mol;
- non-ideal vapour volume, $RT-pV_{\rm g}=0.95$ J/mol;
- attraction in the vapour, $-U_{\rm res}=1.58$ J/mol.

All three are positive, as found in part (b). Together they are about 0.005% of $E$, so the simple formula gives a $\delta$ that is low by about 0.003% relative to the definition in this model. They are small because the vapour is dilute: its pressure is about 2.0 Torr, and its molar volume is about 47,000 times that of the liquid. At 450 K, with the model's own $H$ and $V$ at that temperature, the $\delta$ from the formula is low by 1.1%.

This comparison tests the step from $H$ to $E$. It does not test the values of $H$ and $V$, which were imposed on the model. The sizes of the vapour terms belong to the model and fix only the order of magnitude. At half the critical temperature the Peng–Robinson equation gives $B\approx-3600$ cm³/mol, while the Abbott and Tsonopoulos correlations with the same critical constants give about $-6700$ and $-8300$ cm³/mol and raise the total from 2.6 J/mol to about 8 and 12 J/mol. Choosing the critical temperature between 560 and 680 K instead moves the model's total between 4.7 and 0.9 J/mol. In all these cases the correction stays below 0.03% of $E$.

## Part (f)

*The source is heated to 350 K. Find $\delta$ there in the same model. Also find the error at 298 K if $H$ is taken at the normal boiling point.*

**Answer.** At 350 K the model gives $H=46.54$ kJ/mol and $V=208.7$ cm³/mol. Now $RT=2.91$ kJ/mol, so

$$\delta\simeq\sqrt{\frac{46\,540-2\,910}{208.7}}\ \text{MPa}^{1/2}=14.46\ \text{MPa}^{1/2}.$$

Integration from the definition gives 14.47 MPa$^{1/2}$. The small excess has the sign found in part (b). The corrections are larger than at 298 K because the vapour pressure has risen to 36 Torr.

Heating has lowered $\delta$ by about 6%. The cohesive energy falls by about 8%, which alone would lower $\delta$ by about 4%; the 4% expansion of the liquid supplies the other 2%.

The model boils at 437 K under one atmosphere, where $H=39.98$ kJ/mol. Combining that enthalpy with $RT$ and $V$ at 298 K gives

$$\sqrt{\frac{39\,980-2\,478}{200}}\ \text{MPa}^{1/2}=13.69\ \text{MPa}^{1/2}.$$

This is 11% below the consistent value at 298 K. Among the effects evaluated here it is the largest, far above the vapour corrections at 298 K. An enthalpy quoted at the boiling point must therefore be corrected to the temperature at which $\delta$ is wanted.

## Part (g)

*Compare the example with a real precursor. What changes if the vapour associates?*

**Answer.** In molar volume and boiling point the example resembles tetraethoxysilane, a liquid source for silicon dioxide films. The enthalpy of 50 kJ/mol is an assumed round value, not a measured one for that liquid. Its molar volume is roughly 220 cm³/mol and its normal boiling point roughly 440 K. The chosen volume is thus somewhat low, while the model's boiling point is close. That closeness depends on the chosen critical temperature: with $H$ and $V$ matched again, a choice between 560 and 680 K moves the boiling point from 417 to 475 K, whereas the 11% error of part (f) hardly changes. Raising $V$ to 220 cm³/mol with $H$ fixed would multiply $\delta$ by $\sqrt{200/220}$, giving about 14.7 MPa$^{1/2}$. In a heated source the value for 298 K no longer applies. If the model's critical pressure is lowered so that $V=220$ cm³/mol at 298 K, $H$ is unchanged and $\delta$ is multiplied by the same factor at every temperature. The 14.47 MPa$^{1/2}$ found at 350 K in part (f) then becomes about 13.8 MPa$^{1/2}$.

A precursor whose vapour consists of dimers needs a different energy balance. Let $H$ and $V$ still refer to one mole of monomer units, and let $D$ be the energy needed to split one mole of dimers. One mole of monomer units forms half a mole of vapour particles, so the expansion work is $RT/2$. Splitting those dimers costs a further $D/2$. If the dimers are otherwise ideal,

$$E=H-\tfrac12RT+\tfrac12D.$$

Both changes raise $E$ above $H-RT$. The first kJ/mol added to $E$ raises $\delta$ by about 0.16 MPa$^{1/2}$ and later ones by less, so for a large $D$ the value of $\sqrt{E/V}$ should be calculated in full. This expression applies when the separated monomer is the chosen reference. If the dimer is regarded as the molecule in both phases, the original formula applies with $H$ and $V$ per mole of dimers.

Finally, $\delta$ collects all cohesion into one number. Two liquids may have equal $\delta$ although one is held together mainly by dispersion forces and the other partly by hydrogen bonds. Equality of $\delta$ is therefore not, by itself, proof that a solvent and a precursor will mix.

## Calculated quantities

```
Temperature: 298 K
Vaporisation enthalpy: 50.0 kJ/mol
Liquid molar volume: 200.0 cm3/mol
Gas constant: 8.314463 J/(mol K)
RT: 2.4777 kJ/mol
Cohesive energy H - RT: 47.5223 kJ/mol
Cohesive energy density: 237.61 MPa
Hildebrand parameter: 15.415 MPa^0.5
Same, older unit: 7.536 (cal/cm3)^0.5
Value if RT is left out: 15.811 MPa^0.5
Shift for H + 1 kJ/mol: +0.162 MPa^0.5
Shift for V + 4 cm3/mol: -0.154 MPa^0.5
Model fluid (Peng-Robinson)
Critical temperature, chosen: 600 K
Critical pressure, fitted: 2.170 MPa
Acentric factor, fitted: 0.5416 (no unit)
Vapour pressure at 298 K: 1.975 Torr
Vapour/liquid volume ratio at 298 K: 47039 (no unit)
Cohesive energy by integration: 47.5249 kJ/mol
Hildebrand parameter by definition: 15.415 MPa^0.5
Neglected liquid term p*V: 0.0527 J/mol
Neglected vapour term RT - p*Vg: 0.945 J/mol
Neglected vapour attraction: 1.584 J/mol
Error of simple formula at 298 K: -0.0027 %
Error of simple formula at 450 K: -1.13 %
Heated source temperature: 350 K
Vapour pressure of heated source: 36.1 Torr
Enthalpy of vaporisation, heated: 46.54 kJ/mol
Liquid molar volume, heated: 208.7 cm3/mol
Hildebrand parameter, heated: 14.47 MPa^0.5
Normal boiling point of model: 436.8 K
Enthalpy at boiling point: 39.98 kJ/mol
Delta with that enthalpy at 298 K: 13.69 MPa^0.5
```
